# What Smoothing an Augmentation Function Must Conserve

Q: I am smoothing the augmentation functions of an ultrasoft pseudopotential so that they fit on a coarser grid. For each pair of partial waves I keep the integral $q_{ij}$ of $Q_{ij}(\mathbf r)$ unchanged. The atom then has the right number of electrons, and I change the density only close to the nucleus. Surely the potential outside is right as well?

A: That conclusion holds if the change in density is spherical. To see what happens otherwise, let us write down what you change. I use hartree atomic units and real spherical harmonics, and write a partial wave as $\phi_i(\mathbf r)=R_i(r)Y_i(\hat{\mathbf r})$, with pseudo partner $\tilde\phi_i=\tilde R_iY_i$. The two agree beyond a radius $r_c$. The augmentation function is

$$Q_{ij}(\mathbf r)=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j
=Q_{ij}(r)\,Y_iY_j,\qquad
Q_{ij}(r)=R_iR_j-\tilde R_i\tilde R_j .$$

The product of two harmonics can be expanded in harmonics:

$$Y_iY_j=\sum_{LM}G_{ij}^{LM}Y_{LM},\qquad
G_{ij}^{LM}=\int Y_iY_jY_{LM}\,d\Omega .$$

Before smoothing, every $L$ component has the same radial factor $Q_{ij}(r)$. Now integrate over all space. Since $\int Y_{LM}\,d\Omega=\sqrt{4\pi}\,\delta_{L0}$, only the $L=0$ term survives. Its coefficient is $G_{ij}^{00}=\delta_{l_il_j}\delta_{m_im_j}/\sqrt{4\pi}$, because $Y_{00}=1/\sqrt{4\pi}$ and the harmonics are orthonormal. Hence

$$q_{ij}=\delta_{l_il_j}\delta_{m_im_j}\int_0^{r_c}r^2Q_{ij}(r)\,dr .$$

Your condition constrains the $L=0$ component alone. For an s–p pair, $q_{ij}=0$ by symmetry whatever the radial function is, so there the condition says nothing.

Q: But the components with $L>0$ contain no net charge. Why should a rearrangement of zero charge inside a small sphere be felt outside it?

A: Because zero net charge can still have a dipole or a quadrupole. Let the smoothing act inside $r_{\rm in}\le r_c$ and replace the radial factor of component $L$ by $\tilde Q_{ij}^L(r)$. Hold the on-site occupations $\rho_{ij}$ fixed. The pseudo density is untouched, so the change in electron density, smoothed minus exact, is

$$\delta n(\mathbf r)=\sum_{ij}\rho_{ij}\sum_{LM}G_{ij}^{LM}
\left[\tilde Q_{ij}^L(r)-Q_{ij}(r)\right]Y_{LM}(\hat{\mathbf r}).$$

I count electron density as positive. The potential is then the repulsion energy of a unit negative test charge, $\delta V(\mathbf r)=\int\delta n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. At a point with $r>r_{\rm in}$, every source point has $r'<r$, and

$$\frac1{|\mathbf r-\mathbf r'|}=\sum_{LM}\frac{4\pi}{2L+1}
\frac{r'^L}{r^{L+1}}Y_{LM}(\hat{\mathbf r})Y_{LM}(\hat{\mathbf r}').$$

Insert this into the integral. Orthonormality removes the angular integral over $\hat{\mathbf r}'$. The factor $r'^L$ combines with the volume factor $r'^2$, giving

$$\delta V(\mathbf r)=\sum_{LM}\frac{4\pi}{2L+1}
\frac{Y_{LM}(\hat{\mathbf r})}{r^{L+1}}
\sum_{ij}\rho_{ij}G_{ij}^{LM}\,\Delta M_{ij}^L ,$$

$$\Delta M_{ij}^L=\int_0^{r_{\rm in}}r^{L+2}
\left[\tilde Q_{ij}^L(r)-Q_{ij}(r)\right]dr .$$

Conserving charge sets $\Delta M_{ij}^0=0$. It does not set $\Delta M_{ij}^1$ or $\Delta M_{ij}^2$ to zero.

Q: So what must I add to the construction?

A: One linear equation for each $L>0$ component. A convenient form inside $r_{\rm in}$ is

$$\tilde Q_{ij}^L(r)=r^L\sum_k a_kr^{2k}.$$

The product $r^LY_{LM}$ is a polynomial in $x,y,z$, and so is $r^{2k}$, so this component is smooth at the nucleus. Three coefficients can match the value, slope and curvature of $Q_{ij}(r)$ at $r_{\rm in}$. A fourth lets you impose the moment. Multiplying the polynomial by $r^{L+2}$ and integrating term by term gives

$$\sum_{k=0}^{3}a_k\frac{r_{\rm in}^{2L+2k+3}}{2L+2k+3}
=\int_0^{r_{\rm in}}r^{L+2}Q_{ij}(r)\,dr .$$

Q: Could that fourth equation conflict with the three matching conditions?

A: No. Take the three-coefficient solution and ask what may be added without spoiling the matching. The addition has the form $r^Lp(r^2)$, with $p$ a cubic polynomial. It must vanish at $r_{\rm in}$ together with its first two derivatives. Since $r^L$ is nonzero there, $p$ has a triple zero, so the addition is $A\,r^L(r^2-r_{\rm in}^2)^3$. Its moment is

$$A\int_0^{r_{\rm in}}r^{2L+2}(r^2-r_{\rm in}^2)^3\,dr .$$

The integrand has one sign, so the integral is nonzero and one value of $A$ supplies any missing moment.

Separate radial functions for each $L$ are a convenience. The electrostatic requirement is that the moments be right.

Q: I would like to see whether the error is more than a formality. Can you give me a case where the true moments are known?

A: Take one electron in the field of a nuclear charge $Z=4$. Its nonrelativistic 2s and 2p levels are degenerate, so both $p_z$ and the hybrid $(s+p_z)/\sqrt2$ are stationary states. With the sign of 2s chosen positive in its outer lobe,

$$R_s=\frac{Z^{3/2}}{\sqrt2}\left(\frac{Zr}{2}-1\right)e^{-Zr/2},\qquad
R_p=\frac{Z^{5/2}}{2\sqrt6}\,r\,e^{-Zr/2}.$$

The moments of the complete density products follow from $\int_0^\infty r^ne^{-Zr}dr=n!/Z^{n+1}$. For the quadrupole,

$$\int_0^\infty r^4R_p^2\,dr=\frac{Z^5}{24}\,\frac{720}{Z^7}
=\frac{30}{Z^2}=1.875\ \text{bohr}^2 .$$

For the dipole, the product of the prefactors is $Z^4/(4\sqrt3)$, and

$$\int_0^\infty r^3R_sR_p\,dr
=\frac{Z^4}{4\sqrt3}\left(\frac Z2\frac{120}{Z^6}-\frac{24}{Z^5}\right)
=\frac{36}{4\sqrt3\,Z}=\frac{3\sqrt3}{Z}=1.299\ \text{bohr}.$$

I join pseudo waves $\tilde R_l=r^l(c_0+c_1r^2+c_2r^4)$ to these functions at $r_c=1.5$ bohr, matching value, slope and curvature but not the norm. The augmentation charges are $q_{ss}=-0.128$ and $q_{pp}=0.244$ electrons. The negative sign means that the pseudo s wave holds more charge inside $r_c$ than the true one. The smoothing radius is $r_{\rm in}=1$ bohr.

Q: Then use my recipe first: conserve the charge, match the $L>0$ components smoothly, and leave their moments free.

A: For the p–p quadrupole component, your recipe gives, in atomic units,

$$\tilde Q_{pp}^{2}=r^2(2.7034-4.0799r^2+1.6003r^4).$$

Because $r_{\rm in}=1$, its inner moment is

$$\frac{2.7034}{7}-\frac{4.0799}{9}+\frac{1.6003}{11}=0.0784\ \text{bohr}^2 .$$

The exact inner moment is $0.1016$ bohr², so $\Delta M_{pp}^2=-0.0232$ bohr². That is $-1.2\%$ of the whole quadrupole moment of 1.875 bohr².

For the s–p dipole component,

$$\tilde Q_{sp}^{1}=r(0.13775-0.04500r^2-0.03623r^4),$$

$$\frac{0.13775}{5}-\frac{0.04500}{7}-\frac{0.03623}{9}=0.0171\ \text{bohr}.$$

The exact inner moment is $-0.0179$ bohr. Even the sign has been lost, and $\Delta M_{sp}^1=0.0350$ bohr, or $2.7\%$ of the whole moment of 1.299 bohr. Meanwhile the total charge of the $p_z$ state is still 1.00000000 electron. The charge check passes and cannot reveal either fault.

Q: What do those moments do to the potential?

A: Start with $p_z$. Its angular density is

$$Y_{10}^2=\frac{3\cos^2\theta}{4\pi}
=\frac{1+2P_2(\cos\theta)}{4\pi},$$

since $P_2=(3\cos^2\theta-1)/2$. As $P_L$ is proportional to $Y_{L0}$, a density $f(r)P_L$ inside $r_{\rm in}$ produces the outside potential $4\pi P_L/[(2L+1)r^{L+1}]$ times $\int r'^{L+2}f(r')dr'$. The coefficient of $P_2$ here is $2/(4\pi)$, so

$$\delta V_{p_z}=\frac{4\pi}{5}\,\frac{2}{4\pi}\,
\frac{\Delta M_{pp}^2}{r^3}P_2(\cos\theta)
=\frac25\,\frac{\Delta M_{pp}^2}{r^3}P_2(\cos\theta).$$

On the axis $P_2=1$. At 5 bohr,

$$\delta V=\frac{0.4(-0.0232)}{125}
=-7.4\times10^{-5}\ \text{hartree}=-2.0\ \text{meV}.$$

The smoothed density is not elongated enough along $z$, so it repels the test charge too weakly on the axis. At 10 bohr the error is $-0.25$ meV, smaller by the factor $2^3$.

For the hybrid, the s–p cross term carries the factor $2\times\tfrac12=1$. Its angular part is $Y_{00}Y_{10}=\sqrt3\cos\theta/(4\pi)$. The part of the error that is odd in $\cos\theta$ is therefore

$$\delta V_{\rm odd}=\frac{4\pi}{3}\,\frac{\sqrt3}{4\pi}\,
\frac{\Delta M_{sp}^1}{r^2}\cos\theta
=\frac{\Delta M_{sp}^1}{\sqrt3\,r^2}\cos\theta .$$

On the positive axis at 5 bohr it is $0.0350/(\sqrt3\times25)=8.1\times10^{-4}$ hartree, or 22 meV. At 10 bohr it is 5.5 meV, smaller by $2^2$. The hybrid also carries half the $p_z$ quadrupole error, because its p occupation is one half. Its full axial error at 5 bohr is thus $22.0-1.0=21.0$ meV on the positive side and $-22.0-1.0=-23.0$ meV on the negative side.

The numerical check obtains the $p_z$ error and the odd part of the hybrid error by direct three-dimensional Coulomb integration of the density change, without the multipole expansion, and tests the two formulas against that integration.

Q: And if I add the moment equation?

A: The quadrupole component becomes

$$\tilde Q_{pp}^{2}=r^2(7.0594-17.1480r^2+14.6684r^4-4.3560r^6).$$

Compared with your function, the addition is $-4.3560\,r^2(r^2-1)^3$, as the triple-zero argument requires. Its moment is

$$4.3560\int_0^1r^6(1-r^2)^3dr
=4.3560\left(\frac17-\frac39+\frac3{11}-\frac1{13}\right)
=0.0232\ \text{bohr}^2,$$

which is the missing amount. The same correction for the s–p pair restores its total moment to 1.299 bohr. At 5 bohr, the larger remaining error of the two states on the positive axis is about $10^{-11}$ meV, at the level of numerical roundoff.

The multipole formula shows more: with all moments conserved, $\delta V$ vanishes everywhere beyond $r_{\rm in}$, including the shell between $r_{\rm in}$ and $r_c$.

Q: Is the potential then unchanged inside $r_{\rm in}$ too?

A: No. There, part of the source lies farther out than the observation point, and other radial weights enter. At the nucleus, for instance, only $L=0$ contributes, and its weight is $r^2/r=r$. Conserving $\int r^2Q\,dr$ does not conserve $\int rQ\,dr$. For $p_z$ the smoothing changes the potential at the nucleus by 0.027 hartree, even with all moments kept. Moment conservation protects the exterior; the choice of $r_{\rm in}$ needs a separate judgement.

Q: I now accept the opposite rule: if the dipole or quadrupole is not conserved, any aspherical atom has a long-range error.

A: That rule is too strong. The outside potential contains the sum $\sum_{ij}\rho_{ij}G_{ij}^{LM}\Delta M_{ij}^L$, so a faulty moment matters only if the occupations bring it in.

The $p_z$ state is aspherical, but it has no dipole. Under inversion, $Y_iY_j$ has parity $(-1)^{l_i+l_j}$ and $Y_{LM}$ has parity $(-1)^L$. A p–p product therefore contains no $L=1$ term. Even a mixture of s and p need not have a dipole: for $(s+ip_z)/\sqrt2$, with real $s$ and $p_z$, the density is $(s^2+p_z^2)/2$ and the cross term is absent.

Q: Those states still have a quadrupole. Is there an aspherical atom without one?

A: Yes. Put one electron in each of the two $e_g$ orbitals of a d shell, with the same radial function. On the unit sphere their angular parts are $\sqrt{5/16\pi}\,(3z^2-1)$ and $\sqrt{15/16\pi}\,(x^2-y^2)$. Using $3z^2-1=2z^2-x^2-y^2$, the sum of their squares is

$$\frac5{16\pi}\left[(2z^2-x^2-y^2)^2+3(x^2-y^2)^2\right]
=\frac5{4\pi}(S-T),$$

where $S=x^4+y^4+z^4$ and $T=x^2y^2+y^2z^2+z^2x^2$. Since $(x^2+y^2+z^2)^2=1$, we have $S+2T=1$, so $T=(1-S)/2$. The angular density becomes

$$\frac5{8\pi}(3S-1)
=\frac1{2\pi}+\frac{15}{8\pi}\left(S-\frac35\right).$$

The first term is spherical and integrates to two electrons. The second is a pure $L=4$ harmonic: away from the unit sphere it reads $x^4+y^4+z^4-\tfrac35r^4$, a polynomial of degree four whose Laplacian is $12r^2-\tfrac35(20r^2)=0$. There is no $L=2$ part. An unconserved quadrupole in this d–d pair therefore causes no exterior error, while an unconserved $L=4$ moment would cause one falling as $r^{-5}$. If only $d_{z^2}$ were filled, the quadrupole would return.

Errors from different pairs can also cancel in the sum, for particular occupations.

Q: If the error may be absent, why not conserve only the moments my atom happens to need?

A: You could, for a fixed set of occupations. A pseudopotential meant for many surroundings cannot rely on that. An atom that has no dipole when isolated can acquire s–p mixing in a molecule or at a surface. Reversing the sign of the s–p occupation, as in $(s+p_z)/\sqrt2$ and $(s-p_z)/\sqrt2$, leaves the s–s and p–p terms alone and reverses the dipole error. If $\Delta M_{sp}^1\ne0$, neither state has the correct exterior potential, because the s–s and p–p products contain no $L=1$ term that could cancel the error.

So compare the moment before and after smoothing for every pair and every $L$ with a nonzero $G_{ij}^{LM}$. The errors I quoted are for an isolated one-electron ion with $Z=4$, for one choice of $r_c$, $r_{\rm in}$ and polynomial form, and with fixed occupations. They show the mechanism and the decay laws; their sizes are not estimates for a real pseudopotential. In a self-consistent calculation the occupations would respond to the wrong potential, and this example does not measure that response.

## Computed results

```
nuclear charge Z = 4 e
pseudo-wave radius r_c = 1.50 bohr
smoothing radius r_in = 1.00 bohr
polynomial coefficients below: atomic units, rising powers
pseudo s wave: 1.091348 -0.281638 0.020862
pseudo p wave: 1.300831 -0.650416 0.096358
smoothed Q sp, L=1, charge: 0.137751 -0.045002 -0.036227
smoothed Q sp, L=1, all: -2.390515 7.539796 -7.621025 2.528266
smoothed Q pp, L=2, charge: 2.703399 -4.079867 1.600264
smoothed Q pp, L=2, all: 7.059447 -17.148011 14.668408 -4.356048
augmentation charge q_ss = -0.127806 electrons
augmentation charge q_pp = 0.244093 electrons
sp L=1 exact inner moment = -0.017928 bohr
sp L=1 exact total moment = 1.299038 bohr
sp L=1 total moment, charge = 1.334062 bohr
sp L=1 total moment, all = 1.299038 bohr
sp L=1 moment error, charge = 0.035024 bohr
sp L=1 relative error, charge = 2.696 percent
pp L=2 exact inner moment = 0.101569 bohr^2
pp L=2 exact total moment = 1.875000 bohr^2
pp L=2 total moment, charge = 1.851791 bohr^2
pp L=2 total moment, all = 1.875000 bohr^2
pp L=2 moment error, charge = -0.023209 bohr^2
pp L=2 relative error, charge = -1.238 percent
p_z total charge, charge recipe = 1.00000000 electrons
p_z axial error at 3 bohr = -9.3563 meV
hybrid odd axial error at 3 bohr = 61.1376 meV
p_z axial error at 5 bohr = -2.0210 meV
hybrid odd axial error at 5 bohr = 22.0095 meV
p_z axial error at 10 bohr = -0.2526 meV
hybrid odd axial error at 10 bohr = 5.5024 meV
largest all-moment error at 5 bohr = 8.1e-12 meV
p_z all-moment change at nucleus = 0.026531 hartree
quadrupole decay exponent = 3.000000 (no unit)
dipole decay exponent = 2.000000 (no unit)
single d_z2 L=2 projection = 0.180224 (no unit)
e_g pair largest L=2 projection = 1.2e-14 (no unit)
e_g pair cubic L=4 projection = 0.369349 (no unit)
```
